# Selective Epitaxy Does Not Require Zero Adsorption on the Oxide: a program that tests the result

```python
"""Selective epitaxy with full adsorption on the oxide mask.

Result under test: adsorbed atoms need not make stable nuclei. On a stripe of
width W between absorbing windows the steady adatom density is
    n(x) = (F/k) [1 - cosh(x/L)/cosh(W/2L)],  L = sqrt(D/k),
and stable trimers form at the rate per area
    J = s1 D n^2 * s2 D n / (s2 D n + b).
F: adsorbed flux; D: diffusion coefficient; k: desorption plus etch rate;
s1, s2: capture numbers of adatom and dimer; b: dimer break-up rate.
The chance of a clean mask is exp(-expected number of nuclei).
Lengths are in nm and times in s.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.linalg import expm, solve_banded

flux = 0.5
diffusion = 4.0e8
k_desorb = 2.0e5
k_etch = 8.0e5
breakup = 1.0e9
s1 = s2 = 3.0
width = 100.0
length = 1.0e4
window_width = 100.0
run_time = 600.0
atom_density = 50.0
area = width * length
k_total = k_desorb + k_etch
nodes, weights = np.polynomial.legendre.leggauss(80)


def density(x, k, w=width, f=flux):
    decay = np.sqrt(diffusion / k)
    return f / k * (1 - np.cosh(x / decay) / np.cosh(w / (2 * decay)))


def nucleation_rate(n):
    capture = s2 * diffusion * n
    return s1 * diffusion * n**2 * capture / (capture + breakup)


def stripe_nuclei(k, w=width, f=flux):
    """Expected nuclei on one stripe during the run."""
    n = density(nodes * w / 2, k, w, f)
    mean_rate = 0.5 * np.sum(weights * nucleation_rate(n))
    return mean_rate * w * length * run_time


def open_nuclei(k):
    """Expected nuclei on the same oxide area far from any window."""
    return nucleation_rate(flux / k) * area * run_time


def window_share(k, w=width):
    decay = np.sqrt(diffusion / k)
    return 2 * decay / w * np.tanh(w / (2 * decay))


# Lattice master equation: hops, desorption and etching of adatoms.
cells = 2000
spacing = width / cells
hop = diffusion / spacing**2
sites = cells - 1
band = np.zeros((3, sites))
band[0, 1:] = -hop
band[1, :] = 2 * hop + k_total
band[2, :-1] = -hop
occupation = solve_banded((1, 1), band, np.full(sites, flux * spacing))
deposited = flux * spacing * sites
lattice_shares = np.array([
    hop * (occupation[0] + occupation[-1]),
    k_desorb * occupation.sum(),
    k_etch * occupation.sum()]) / deposited
to_window = window_share(k_total)
shares = np.array([to_window,
                   (1 - to_window) * k_desorb / k_total,
                   (1 - to_window) * k_etch / k_total])
positions = -width / 2 + spacing * np.arange(1, cells)
profile = density(positions, k_total)
profile_error = np.max(np.abs(occupation / spacing - profile)) / profile.max()
share_error = np.max(np.abs(lattice_shares - shares))
assert profile_error < 1e-4
assert share_error < 2e-3  # finite number of deposition sites


def transient_generator(mean, pair, grow, thermal, etched, mmax, dmax):
    """Well-mixed patch until its first trimer; adatom loss rate is one."""
    size = (mmax + 1) * (dmax + 1)
    q = np.zeros((size, size))

    def index(m, d):
        return m * (dmax + 1) + d

    for m in range(mmax + 1):
        for d in range(dmax + 1):
            here = index(m, d)
            moves = [(m + 1, d, mean), (m - 1, d, m),
                     (m - 2, d + 1, pair * m * (m - 1)),
                     (m + 2, d - 1, thermal * d),
                     (m + 1, d - 1, etched * d)]
            for new_m, new_d, rate in moves:
                if 0 <= new_m <= mmax and 0 <= new_d <= dmax and rate > 0:
                    q[here, index(new_m, new_d)] += rate
                    q[here, here] -= rate
            q[here, here] -= grow * m * d
    return q


# Mean patch population, pair rate, growth rate, two dimer loss rates, cutoffs.
patches = [(0.3, 1e-3, 0.2, 25.0, 25.0, 12, 2),
           (40.0, 2e-6, 1.0, 20.0, 20.0, 100, 2)]
time_ratios = []
for patch in patches:
    mean, pair, grow, thermal, etched = patch[:5]
    q = transient_generator(*patch)
    mean_time = np.linalg.solve(q, -np.ones(len(q)))[0]
    loss = thermal + etched
    predicted = pair * mean**2 * grow * mean / (grow * mean + loss)
    time_ratios.append(mean_time * predicted)
    # Population fluctuations and saturation cause corrections near 1 percent.
    assert abs(time_ratios[-1] - 1) < 0.02
survival = expm(q / predicted)[0].sum()
assert abs(survival - np.exp(-1)) < 0.01

# Weak desorption and etching: windows are practically the only sink.
k_weak = 1.0
only_windows = stripe_nuclei(k_weak)
peak_parabola = flux * width**2 / (8 * diffusion)
cubic = s1 * s2 * diffusion**2 / breakup
parabola_nuclei = cubic * peak_parabola**3 * 16 / 35 * area * run_time
assert abs(only_windows / parabola_nuclei - 1) < 1e-3
width_factor_windows = stripe_nuclei(k_weak, 2 * width) / only_windows
assert abs(width_factor_windows / 2**7 - 1) < 1e-3

# No sink of any kind: explicit adatom, dimer and nucleus populations.
first_time = (4 / (area * cubic * flux**3))**0.25


def no_loss_nuclei(consume):
    """Count at first_time; consume=0 follows a mask still free of trimers,
    consume=1 removes the atoms of each trimer from the average pool."""
    a1 = s1 * diffusion
    a2 = s2 * diffusion

    def rates(t, y):
        n, dimers, nuclei = y
        form = a1 * n**2
        grow = a2 * n * dimers
        return [flux - 2 * form + 2 * breakup * dimers - consume * grow,
                form - breakup * dimers - consume * grow, grow]

    def jacobian(t, y):
        n, dimers, nuclei = y
        by_n = a2 * dimers
        by_d = a2 * n
        return np.array([
            [-4 * a1 * n - consume * by_n, 2 * breakup - consume * by_d, 0],
            [2 * a1 * n - consume * by_n, -breakup - consume * by_d, 0],
            [by_n, by_d, 0]])

    solution = solve_ivp(rates, (0, first_time), [0.0, 0.0, 0.0],
                         method="Radau", jac=jacobian, rtol=1e-7,
                         atol=[1e-13, 1e-17, 1e-15])
    assert solution.success
    return solution.y[2, -1] * area


first_chance = no_loss_nuclei(0)
depleted_count = no_loss_nuclei(1)
landed = area * flux * first_time
depleted_formula = 1 - 36 / (7 * landed)
assert abs(first_chance - 1) < 0.01
# Remaining terms: atoms held in dimers and second-order depletion.
assert abs(depleted_count - depleted_formula) < 0.003

base = stripe_nuclei(k_total)
adsorbed = flux * area * run_time
atoms_in_nuclei = 3 * base / adsorbed
no_etch = stripe_nuclei(k_desorb)
no_windows = open_nuclei(k_total)
neither = open_nuclei(k_desorb)
assert atoms_in_nuclei < 1e-6
assert base < no_etch < neither and base < no_windows < neither
peak = density(0.0, k_total)
mean_density = flux / k_total * (1 - to_window)
capture_chance = s2 * diffusion * peak / (s2 * diffusion * peak + breakup)

print(f"adsorbed flux F: {flux:.2f} nm^-2 s^-1")
print(f"diffusion coefficient D: {diffusion:.2e} nm^2/s")
print(f"desorption rate: {k_desorb:.2e} s^-1")
print(f"etch rate: {k_etch:.2e} s^-1")
print(f"total removal rate k: {k_total:.2e} s^-1")
print(f"dimer break-up rate b: {breakup:.2e} s^-1")
print(f"capture numbers s1, s2: {s1:.1f}, {s2:.1f}")
print(f"stripe width, length: {width:.0f}, {length:.0f} nm")
print(f"stripe area: {area:.2e} nm^2")
print(f"window width: {window_width:.0f} nm")
print(f"run time: {run_time:.0f} s")
print(f"assumed crystal atom density: {atom_density:.0f} nm^-3")
print(f"film if all adsorbed atoms stayed: "
      f"{flux * run_time / atom_density:.2f} nm")
print(f"atoms adsorbed on stripe: {adsorbed:.3e}")
print(f"diffusion length: {np.sqrt(diffusion / k_total):.2f} nm")
print(f"W/(2L): {width / 2 / np.sqrt(diffusion / k_total):.3f}")
print(f"share reaching windows: {100 * shares[0]:.2f} %")
print(f"share desorbed: {100 * shares[1]:.2f} %")
print(f"share etched: {100 * shares[2]:.2f} %")
print(f"extra supply to window, relative to direct flux: "
      f"{100 * width * to_window / window_width:.2f} %")
print(f"uniform density far from windows F/k: {flux / k_total:.3e} nm^-2")
print(f"peak adatom density on stripe: {peak:.3e} nm^-2")
print(f"mean number of adatoms on stripe: {mean_density * area:.4f}")
print(f"chance that central dimer grows: {capture_chance:.3e}")
print(f"nucleation rate at stripe centre: "
      f"{nucleation_rate(peak):.3e} nm^-2 s^-1")
print(f"expected nuclei, all channels: {base:.4f}")
print(f"clean-stripe probability: {100 * np.exp(-base):.2f} %")
print(f"fraction of adsorbed atoms in new trimers: {atoms_in_nuclei:.2e}")
print(f"nucleus density after run: {base / area * 1e14:.3e} cm^-2")
print(f"expected nuclei, no etching: {no_etch:.4f}")
print(f"clean probability, no etching: {100 * np.exp(-no_etch):.2f} %")
print(f"expected nuclei, no windows: {no_windows:.4f}")
print(f"expected nuclei, no etching or windows: {neither:.3f}")
print(f"expected nuclei, windows only: {only_windows:.3f}")
print(f"no loss, time when accumulated nucleation chance is one: "
      f"{first_time * 1e3:.4f} ms")
print(f"no loss, atoms landed on stripe by then: {landed:.1f}")
print(f"doubled flux, all channels, nuclei: "
      f"{stripe_nuclei(k_total, f=2 * flux):.4f}")
print(f"doubled width, all channels, nuclei: "
      f"{stripe_nuclei(k_total, w=2 * width):.4f}")
print(f"doubled width, windows only, factor: {width_factor_windows:.2f}")
print(f"lattice test, relative profile error: {profile_error:.2e}")
print(f"lattice test, largest share error: {share_error:.2e}")
print(f"patch test, mean adatoms: {patches[0][0]:.1f}, {patches[1][0]:.1f}")
print(f"patch test, mean time times predicted rate: "
      f"{time_ratios[0]:.4f}, {time_ratios[1]:.4f}")
print(f"patch survival at predicted mean time: {survival:.4f}")
print(f"exponential-law survival: {np.exp(-1):.4f}")
print(f"no-loss test, accumulated chance before a trimer: "
      f"{first_chance:.4f}")
print(f"no-loss test, count with trimer atoms removed: "
      f"{depleted_count:.4f}")
print(f"no-loss formula with trimer atoms removed: {depleted_formula:.4f}")
print("no test failed")
```

Output:

```
adsorbed flux F: 0.50 nm^-2 s^-1
diffusion coefficient D: 4.00e+08 nm^2/s
desorption rate: 2.00e+05 s^-1
etch rate: 8.00e+05 s^-1
total removal rate k: 1.00e+06 s^-1
dimer break-up rate b: 1.00e+09 s^-1
capture numbers s1, s2: 3.0, 3.0
stripe width, length: 100, 10000 nm
stripe area: 1.00e+06 nm^2
window width: 100 nm
run time: 600 s
assumed crystal atom density: 50 nm^-3
film if all adsorbed atoms stayed: 6.00 nm
atoms adsorbed on stripe: 3.000e+08
diffusion length: 20.00 nm
W/(2L): 2.500
share reaching windows: 39.46 %
share desorbed: 12.11 %
share etched: 48.43 %
extra supply to window, relative to direct flux: 39.46 %
uniform density far from windows F/k: 5.000e-07 nm^-2
peak adatom density on stripe: 4.185e-07 nm^-2
mean number of adatoms on stripe: 0.3027
chance that central dimer grows: 5.022e-07
nucleation rate at stripe centre: 1.055e-10 nm^-2 s^-1
expected nuclei, all channels: 0.0334
clean-stripe probability: 96.71 %
fraction of adsorbed atoms in new trimers: 3.34e-10
nucleus density after run: 3.341e+06 cm^-2
expected nuclei, no etching: 0.4375
clean probability, no etching: 64.57 %
expected nuclei, no windows: 0.1080
expected nuclei, no etching or windows: 13.500
expected nuclei, windows only: 1.507
no loss, time when accumulated nucleation chance is one: 0.3861 ms
no loss, atoms landed on stripe by then: 193.0
doubled flux, all channels, nuclei: 0.2673
doubled width, all channels, nuclei: 0.1369
doubled width, windows only, factor: 128.00
lattice test, relative profile error: 1.35e-07
lattice test, largest share error: 3.03e-04
patch test, mean adatoms: 0.3, 40.0
patch test, mean time times predicted rate: 1.0059, 1.0093
patch survival at predicted mean time: 0.3713
exponential-law survival: 0.3679
no-loss test, accumulated chance before a trimer: 0.9989
no-loss test, count with trimer atoms removed: 0.9729
no-loss formula with trimer atoms removed: 0.9734
no test failed
```
